Debye relaxation: why the dipole time is three times the rank-two time, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Free reorientation

### 1. Two decays from one motion

Consider a model molecule whose axis diffuses over directions with a rotational diffusion constant D = 2.00×10¹⁰ s⁻¹. After 10 ps the mean cosine of the angle Θ between its old and new directions is 0.670. The mean of (3 cos²Θ - 1)/2, which also started at one, has fallen to 0.301. The second number is the cube of the first:

0.670³ ≈ 0.301.

The same axis has made the same motion in both cases, yet one measure of its memory decays three times as fast as the other on a logarithmic scale. The factor comes from the way diffusion on a sphere acts on functions of different angular detail.

The two measures are the first members of a family. Let u(t) be the unit vector along the dipole and let P_l be the Legendre polynomial of degree l. The rank-l orientational correlation is

C_l(t) = <P_l(u(0)·u(t))>, t ≥ 0.

Since P_1(z) = z and P_2(z) = (3z² - 1)/2, rank one follows the dipole direction itself. Rank two follows the alignment of the axis and does not distinguish u from -u. The brackets denote an average over the equilibrium ensemble without a field.

### 2. The model

The molecule is rigid and its dipole is fixed in it. The direction u changes by many small, independent steps, and at each step all tangential directions on the sphere are equally likely. The angular velocity is forgotten so quickly that inertia plays no part on the times of interest. Rotation about u itself leaves u unchanged and does not enter.

The dipoles are independent: neither their mutual forces nor correlations between neighbours are included. When a field E is applied, E means the field that acts on the dipole. The relation between this field and the average field in a dense liquid is a separate problem, left out here.

Let f(u,t) be the probability density per unit solid angle, with

∫ f dΩ = 1.

On the unit sphere, lengths are angles in radians. The symbol ∇ denotes the gradient along this surface, and ∇· the corresponding divergence. Random steps carry probability from high to low density, with a current -D∇f. This defines D, whose unit is s⁻¹ because radians have no dimension.

### 3. The current caused by a field

The energy of a dipole of magnitude μ is

U = -μ u·E.

The torque is μ u×E. In overdamped motion it produces a mean angular velocity proportional to it,

Ω = B μ u×E,

where B is the rotational mobility. The tip of u therefore drifts with velocity

Ω×u = Bμ (u×E)×u = Bμ [E - u(u·E)].

The last step uses (a×b)×a = b(a·a) - a(a·b) and u·u = 1. The square bracket is the part of E tangential to the sphere, which is the surface gradient of u·E. Since U = -μ u·E, the drift velocity is -B∇U. The total current is

J = -D∇f - B f∇U.

The constants D and B are not independent. In thermal equilibrium at temperature T the density is proportional to exp[-U/(k_B T)], so that

∇f = -f∇U/(k_B T).

There is no net current in this state. Inserting the gradient gives

0 = [D/(k_B T) - B] f∇U.

As ∇U is not zero everywhere, B = D/(k_B T). Conservation of probability, ∂f/∂t = -∇·J, then yields the rotational diffusion equation

∂f/∂t = D∇·[∇f + f∇U/(k_B T)].

### 4. The equation in the cosine of the angle

Take the polar axis along E, let θ be the polar angle and put z = cosθ. The strength of the field is measured by the dimensionless ratio

x = μE/(k_B T),

so U/(k_B T) = -xz. For a density that does not depend on the azimuth, the vector V = ∇f + f∇U/(k_B T) has one component,

V_θ = ∂f/∂θ + f ∂(-xz)/∂θ.

Because dz/dθ = -sinθ, this becomes

V_θ = -sinθ ∂_z f + x sinθ f = -sinθ (∂_z f - xf).

The divergence of such a vector on the sphere is

∇·V = (1/sinθ) ∂(sinθ V_θ)/∂θ.

The factor sinθ appears because circles of constant θ have length 2π sinθ. Changing the derivative to z cancels 1/sinθ and introduces a minus sign:

∇·V = -∂_z(sinθ V_θ) = ∂_z[(1 - z²)(∂_z f - xf)],

where sin²θ = 1 - z² was used. It is convenient to integrate over the azimuth and define g(z,t) = 2πf, for which ∫ g dz = 1 over -1 ≤ z ≤ 1. The equation is linear, so the factor 2π drops out:

∂g/∂t = D ∂_z[(1 - z²)(∂_z g - xg)].

The factor 1 - z² vanishes at both poles, so no probability leaves through the ends of the interval. Without a field, the operator on the right is D times

A g = d/dz[(1 - z²) dg/dz].

This is the surface Laplacian ∇² acting on a function of z alone.

### 5. Why Legendre polynomials decay separately

A function that A merely multiplies by a number keeps its shape during free diffusion. To find such functions, let A act on a power:

A zⁿ = d/dz[n zⁿ⁻¹ - n zⁿ⁺¹] = n(n-1)zⁿ⁻² - n(n+1)zⁿ.

Thus A never raises the degree of a polynomial, and it multiplies the leading term by -n(n+1).

The second property needed is symmetry. For two polynomials a and b, integration by parts gives

∫ a(Ab) dz = -∫ (1 - z²)(da/dz)(db/dz) dz = ∫ (Aa)b dz.

The end terms vanish because of 1 - z², and the middle expression does not change when a and b are exchanged.

Define P_l as the polynomial of degree l that is orthogonal on this interval to every polynomial of lower degree, scaled so that P_l(1) = 1. If q has degree below l, then Aq also has degree below l, and

∫ q(AP_l) dz = ∫ (Aq)P_l dz = 0.

So AP_l is a polynomial of degree at most l that is orthogonal to all lower degrees. It must be a multiple of P_l. The leading term fixes the multiple:

A P_l = -l(l+1)P_l.

The scaling P_l(1) = 1 requires that P_l does not vanish at z = 1. Written out, the equation for y = P_l is

(1 - z²)y'' - 2zy' + l(l+1)y = 0.

Differentiate it k times and set z = 1. The derivatives y^(k) at that point obey

2(k+1)y^(k+1)(1) = [l(l+1) - k(k+1)]y^(k)(1).

If y(1) were zero, all derivatives there would vanish and the polynomial would be zero everywhere. Hence y(1) ≠ 0 and the scaling is possible. The same relation shows that a polynomial solution is fixed by its value at z = 1. For k = 0 it gives

P_l'(1) = l(l+1)/2.

These facts will be needed again for small angles and for finite jumps.

### 6. From one polar axis to every axis

The calculation has been made for a function of the angle to one polar axis. The Laplacian depends on lengths and areas on the sphere, which a rotation leaves unchanged. Any fixed unit vector n may therefore serve as the polar axis, and

∇²P_l(u·n) = -l(l+1)P_l(u·n).

This was tested for l = 1 to 4 with a tilted axis, by forming the derivatives symbolically and evaluating them at one direction u.

Now let K(u,t|u₀) be the field-free density for a molecule that had direction u₀ at time zero. It obeys ∂K/∂t = D∇²K. The conditional mean of P_l along n is

M_l(t) = ∫ P_l(u·n)K dΩ.

Its time derivative is

dM_l/dt = D∫ P_l(u·n)∇²K dΩ.

The Laplacian can be moved to the other factor. For smooth functions a and b,

a∇²b - b∇²a = ∇·(a∇b - b∇a),

because the products ∇a·∇b cancel. The integral of a divergence over the closed sphere is zero, since the sphere has no edge. For t > 0, when K is smooth, this gives

dM_l/dt = D∫ K∇²P_l(u·n) dΩ = -l(l+1)D M_l.

At t = 0 the molecule points along u₀, so M_l(0) = P_l(u₀·n). The solution is

<P_l(u(t)·n)>, given u₀, = P_l(u₀·n) exp[-l(l+1)Dt].

### 7. The correlation times

Choose n = u₀. Since P_l(1) = 1, the conditional mean equals exp[-l(l+1)Dt] for every starting direction. Averaging over u₀ changes nothing, and

C_l(t) = exp[-l(l+1)Dt].

The correlation time of rank l, defined by C_l = exp(-t/τ_l) for l ≥ 1, is

τ_l = 1/[l(l+1)D].

For the first two ranks,

τ_1 = 1/(2D), τ_2 = 1/(6D), τ_1 = 3τ_2.

The comparison assumes that both ranks refer to the same axis, and that this axis turns equally easily in all tangential directions, as the model of section 2 requires. A rigid molecule that rotates more easily about one of its own axes than about another need not meet the second condition. The ratio of its integrated correlation times can then lie below or above three, even for small steps and a common axis. If an experiment of rank two follows another axis in the molecule, that axis may diffuse differently, and the present argument gives no fixed ratio.

For the model molecule,

τ_1 = 1/(2 × 2.00×10¹⁰ s⁻¹) = 25.0 ps,
τ_2 = 1/(6 × 2.00×10¹⁰ s⁻¹) = 8.33 ps.

At t = 10 ps the reduced time is Dt = 0.200. Therefore

C_1 = exp(-2 × 0.200) = exp(-0.400) = 0.670,
C_2 = exp(-6 × 0.200) = exp(-1.200) = 0.301,
C_3 = exp(-12 × 0.200) = exp(-2.400) = 0.0907.

The cube in the opening example is now explained: the exponent for rank two is three times that for rank one, so C_2 = C_1³ at every time. For rank three the exponent is six times as large, so C_3 = C_1⁶.

A direct numerical solution, started from a sharply defined direction, reproduces these values. The lowest decay rates found by diagonalizing the discretized diffusion operator are 0, 2, 6, 12 and 20 in units of D. The zero rate belongs to the uniform density, which is conserved.

### 8. What the factor l(l+1) means

For short times the angle Θ is small. Then cosΘ ≈ 1 - Θ²/2, and the slope of P_l at one gives

1 - P_l(cosΘ) ≈ P_l'(1)(1 - cosΘ) ≈ l(l+1)Θ²/4.

The exponential law gives 1 - C_l ≈ l(l+1)Dt. Comparison shows that

<Θ²> ≈ 4Dt.

This is diffusion in two dimensions, for near its starting point the sphere looks like a plane. The mean-square displacement is the same for every rank. What differs is the loss of correlation caused by a given small displacement: it is proportional to l(l+1), and is three times larger for rank two than for rank one.

The long-time behaviour contains more than this local picture. A small-angle expansion alone would not show that the decay remains exponential when Θ is no longer small. That follows from the eigenfunction property, which holds over the whole sphere.

The value C_2 = 0.301 can also be turned into a mean-square cosine. From C_2 = (3<cos²Θ> - 1)/2,

<cos²Θ> = (1 + 2C_2)/3 = (1 + 0.602)/3 = 0.534.

For directions spread evenly over the sphere it would be 1/3. At 10 ps the axis has thus kept part of its alignment, although it is no longer close to its starting direction.

### 9. Correlations along a laboratory axis

An instrument may record a component along a fixed laboratory direction n, and not the angle between two molecular directions. Multiply the conditional mean of section 6 by P_l(u₀·n) and average over the uniform distribution of u₀:

<P_l(u(0)·n)P_l(u(t)·n)> = <P_l²> exp[-l(l+1)Dt].

The factor <P_l²> is the value at t = 0. Once divided by it, the laboratory correlation is the same function C_l(t). For rank one the factor is the mean of z² over the sphere,

(1/2)∫ z² dz = 1/3.

The conditional mean has a further use. Average it over any initial density, whether or not that density is an equilibrium one. In the absence of a field,

<P_l(u(t)·n)> = <P_l(u(0)·n)> exp[-l(l+1)Dt].

Thus each order parameter that has been prepared by some means decays freely at its own rate, independently of the others.

## Part II. The weak field and the limits of the factor three

### 10. Symbols and results carried over

The unit vector u lies along the dipole, D is its rotational diffusion constant, and z = cosθ is its component along the field. The field strength enters through x = μE/(k_B T). The density g(z,t), normalized to one over -1 ≤ z ≤ 1, obeys

∂g/∂t = D ∂_z[(1 - z²)(∂_z g - xg)].

The Legendre polynomials satisfy

d/dz[(1 - z²)P_l'] = -l(l+1)P_l, P_l(1) = 1, P_l'(1) = l(l+1)/2.

Without a field, C_l = exp[-l(l+1)Dt], with τ_1 = 1/(2D) and τ_2 = 1/(6D). In the example D = 2.00×10¹⁰ s⁻¹, so these times are 25.0 ps and 8.33 ps.

Without a field, small-step isotropic diffusion makes each rank decay exponentially at the rate l(l+1)D, so that τ_1 = 3τ_2 for a common axis. It remains to find how a field couples the ranks and sets the build-up of orientation, and how the factor three changes when the steps are not small.
